Angular distribution of desorption when adsorption needs a minimum normal energy

**A single energy first**

Take a flat surface in equilibrium with a dilute gas, and look only at the gas molecules of one translational energy E = 0.20 eV. Let θ be the angle between the direction of flight and the surface normal. Suppose that a molecule adsorbs when its normal energy, E cos²θ, exceeds V = 0.10 eV, and bounces off otherwise. Adsorption then requires cos²θ > 1/2, so molecules of this energy adsorb when they arrive within 45° of the normal.

In equilibrium each way of arriving and adsorbing is balanced by its time-reversed way of desorbing. The desorbing molecules of energy 0.20 eV therefore leave within the same 45° cone. Inside it their flux per solid angle follows cosθ, as the arriving flux does, because a surface element presents the area cosθ to a beam. Outside the cone the departing molecules of this energy are reflected ones.

A slower molecule has a narrower cone, with edge at cos²θ = V/E, and below E = V there is none. If V = 0 every cone opens to 90° and the desorbing flux follows the cosine law. For V > 0 the thermal pattern is a stack of such cones, weighted by the energy distribution of the molecules that strike the surface, and is more peaked along the normal than a cosine.

**Conventions and result**

D(θ) is the number of molecules desorbing per unit time, per unit surface area and per unit solid angle. The gas has temperature T, pressure p and molecular mass m, and its motion is classical. A molecule with E cos²θ > V adsorbs with a constant probability S₀; below the threshold it never does. Let b = V/kT, with V ≥ 0, and let J be the number of molecules striking unit area per unit time in equilibrium. The result is

D(θ) = S₀ J e^(−b) (V + kT cos²θ) exp(−V tan²θ/kT) / (π kT cosθ).  (1)

Divided by its value at θ = 0, this is the Van Willigen pattern:

D(θ)/D(0) = [(V + kT cos²θ) / ((V + kT) cosθ)] exp(−V tan²θ/kT).  (2)

**First derivation: from the gas side**

The number of gas molecules per volume with velocity in d³u is f d³u, where

f = n (m/2πkT)^(3/2) exp(−mu²/2kT)

and n = p/kT. Those moving towards the surface at angle θ carry the flux u cosθ f d³u. With d³u = u² du dΩ this is cosθ f u³ du dΩ. Since E = mu²/2, we have u² = 2E/m and u du = dE/m, so u³ du = 2E dE/m². The arriving flux per solid angle and energy is

j(E,θ) = n (m/2πkT)^(3/2) (2/m²) cosθ E e^(−E/kT).

To express the prefactor through J, integrate over all energies and over the hemisphere. The energy integral of E e^(−E/kT) is (kT)², and the integral of cosθ over the hemisphere is π. Hence

J = π (kT)² n (m/2πkT)^(3/2) (2/m²) = n √(kT/2πm) = p/√(2πmkT),

j(E,θ) = J cosθ E e^(−E/kT) / [π (kT)²].  (3)

Detailed balance now says that, in equilibrium, the flux desorbing at angle θ with energy E equals the flux that adsorbs from the reversed direction with the same energy. The latter is S₀ j for E above

E₀ = V/cos²θ

and zero below. Therefore

D(θ) = S₀ J cosθ / [π (kT)²] · ∫_{E₀}^∞ E e^(−E/kT) dE.

Integration by parts gives

∫_{E₀}^∞ E e^(−E/kT) dE = kT E₀ e^(−E₀/kT) + kT ∫_{E₀}^∞ e^(−E/kT) dE = kT (E₀ + kT) e^(−E₀/kT).

Insert E₀. The factor cosθ (V/cos²θ + kT) equals (V + kT cos²θ)/cosθ. In the exponent, 1/cos²θ = 1 + tan²θ, so e^(−E₀/kT) = e^(−b) exp(−V tan²θ/kT). One factor kT cancels, and equation (1) follows.

The factor 1/cosθ causes no divergence at grazing exit. For V > 0 the exponential goes to zero faster than cosθ does; for V = 0 the numerator is kT cos²θ and the quotient is proportional to cosθ.

**Second derivation: from the surface side**

Now start with the adsorbed layer. Let a static, flat barrier of height V, measured from the gas level, stand between the layer and the gas. Being flat, it acts on the normal motion alone. Assume that molecules crossing its top outwards are thermally distributed at T.

Let x be the normal kinetic energy at the top. The crossing flux is the density times the normal speed u_z, and u_z du_z = dx/m. The Boltzmann factor then gives the crossing molecules the distribution

e^(−x/kT) dx/kT, x > 0.

Let y be the kinetic energy parallel to the surface. The parallel velocity has two components, with area element 2πu_t du_t = 2π dy/m, so y has the distribution

e^(−y/kT) dy/kT, y > 0,

independent of x. On the way down to the gas level the molecule gains V in normal energy and keeps y. It leaves with normal energy V + x and parallel energy y, at the angle

tan²θ = y/(V + x).

Let F(α) be the fraction that leaves within the angle α of the normal, and write t = tanα. A molecule is outside this cone if y > (V + x)t², which for given x has probability exp[−(V + x)t²/kT]. Averaging over x,

1 − F = ∫₀^∞ (dx/kT) e^(−x/kT) e^(−(V+x)t²/kT) = e^(−bt²) ∫₀^∞ (dx/kT) e^(−(1+t²)x/kT) = e^(−bt²)/(1 + t²).

Since 1/(1 + t²) = cos²α,

F(α) = 1 − cos²α exp(−b tan²α).  (4)

The flux per solid angle, as a fraction of the total, is (dF/dα)/(2π sinα). The derivative of −cos²α contributes 2 sinα cosα. The derivative of the exponential contributes cos²α · 2b tanα/cos²α = 2b sinα/cosα. Thus

dF/dα = 2 sinα (cosα + b/cosα) exp(−b tan²α),

(1/2π sinα) dF/dα = (b + cos²α) exp(−b tan²α) / (π cosα).  (5)

This is the angular dependence of equation (1). The total rate follows if the layer is in equilibrium with the gas. The density at the barrier top is then n e^(−b), and the outward crossing flux is J e^(−b). Of this, a fraction S₀ comes from the adsorbed layer; the rest consists of gas molecules that crossed inwards and returned without adsorbing. Multiplying (5) by S₀ J e^(−b) restores equation (1).

The surface-side picture was tested with classical trajectories, without detailed balance. Molecules were launched from a region kT below the gas level, behind a smooth barrier with b = 2.90. Their normal speeds were evenly spaced quantiles of the thermal flux distribution, so the counts carry no random scatter. Parallel energy was taken as thermal and conserved. Of 40000 launched, 809 escaped, a share of 0.0202, equal to the expected e^(−b−1) to the digits given. The fractions leaving within 15°, 30° and 45° were 0.242, 0.715 and 0.973, in agreement with equation (4).

**What each derivation assumes**

The first derivation needs the adsorption probability as a function of energy and angle, and equilibrium. It does not ask how a molecule crosses the barrier. If molecules exchange energy with the lattice on the way, the argument still holds, provided the adsorption probability is the true one, averaged over the thermal states of surface and molecule. What would then be in doubt is the sharp threshold.

The second derivation needs a mechanism: a thermal population at the barrier top, a static barrier without corrugation, and no exchange between normal, parallel and internal energy during the exit. In return, its angular pattern needs no gas above the surface. The two agree because a static flat barrier, approached from the gas, is what produces a threshold in normal energy.

Desorption into vacuum is not equilibrium. The first result carries over if the layer stays thermally distributed at T while it empties, since the desorption events then do not depend on whether gas is arriving. In equation (1), J then stands for the flux from a gas that would be in equilibrium with the layer at its current coverage. Site blocking that is independent of energy and angle changes S₀ and cancels from equation (2). Coverage that shifts V changes the pattern. If molecules desorb before they have thermalized, both derivations lose their basis.

**Energy of the desorbing molecules**

The second derivation gives the mean energy over all angles at once. The normal part is V + kT and the parallel part is kT, so the mean is V + 2kT, compared with 2kT when V = 0.

At a fixed angle, the first derivation gives the mean as the ratio of the integrals of E² e^(−E/kT) and E e^(−E/kT) above E₀. Integrating the first by parts,

∫_{E₀}^∞ E² e^(−E/kT) dE = kT E₀² e^(−E₀/kT) + 2kT · kT (E₀ + kT) e^(−E₀/kT).

Division by kT (E₀ + kT) e^(−E₀/kT) gives

⟨E⟩_θ = [E₀² + 2E₀kT + 2(kT)²]/(E₀ + kT) = E₀ + kT + (kT)²/(E₀ + kT).  (6)

Its derivative with respect to E₀ is 1 − (kT)²/(E₀ + kT)², which is positive for E₀ > 0. For V > 0 the threshold E₀ grows with θ, so in this model molecules leaving at larger angles have more energy on average. They are also rarer.

**Near the normal, and the limit of a high barrier**

Patterns of this kind can be described by a power cosⁿθ. To find n, expand the logarithm of equation (2) to order θ². With cos²θ ≈ 1 − θ², the numerator contributes −kTθ²/(V + kT) = −θ²/(1 + b). The factor 1/cosθ contributes +θ²/2, and the exponential −bθ². The logarithm of cosⁿθ is −nθ²/2. Equating the two,

n = 2b + 2/(1 + b) − 1.  (7)

For b = 0 this gives n = 1. For b ≫ 1 the pattern near the normal becomes exp(−bθ²), and its half-intensity angle tends to √(ln 2/b).

The power law is a description near the normal. Away from it, the factor cos^(2b)θ contained in cosⁿθ equals exp[−b ln(1 + tan²θ)], whereas equation (2) contains exp(−b tan²θ). Since ln(1 + tan²θ) < tan²θ, the power falls off too slowly when b is large enough for this factor to dominate.

**Hydrogen leaving nickel**

Let H₂ desorb from nickel with V = 0.10 eV, T = 400 K, an equilibrium pressure of 10⁻⁶ Torr and S₀ = 1. Then kT = 0.0345 eV and b = 2.90. The arriving flux is J = 1.24 × 10¹⁵ cm⁻² s⁻¹, and the desorbing flux is

J e^(−b) = 1.24 × 10¹⁵ × 0.0550 = 6.8 × 10¹³ cm⁻² s⁻¹.

Within the sharp-threshold model at this V, a smaller S₀ would lower this rate.

At 45°, where cos²θ = 1/2 and tan²θ = 1, equation (2) gives

D(45°)/D(0) = (2.90 + 0.50)/(3.90 × 0.707) × e^(−2.90) = 1.233 × 0.0550 = 0.068.

The cosine law would give 0.71. The intensity falls to half at 27°; the high-barrier estimate √(ln 2/b) gives 28°. Within 30° of the normal, equation (4) places 71 % of the molecules, against 25 % for the cosine law.

Equation (7) gives n = 5.3. At 45° this power predicts 0.16, which is 2.3 times the value from equation (2). The logarithm of that factor is 0.85, and the difference between the two exponentials discussed above accounts for b(1 − ln 2) = 0.89; the remaining factors take back 0.04.

The mean energy is 0.143 eV along the normal and 0.240 eV at 45°, where the threshold E₀ is 0.20 eV. Over all angles it is 0.169 eV, compared with 2kT = 0.069 eV.

With V held fixed and the surface at 900 K, b falls to 1.29. The half-intensity angle widens to 37° and n drops to 2.5.

**How far the model can be trusted here**

A barrier of order 0.1 eV is a rough value for H₂ on close-packed nickel. Roughly 400 K is a temperature at which adsorbed hydrogen recombines and leaves, while 900 K is typical of permeation through a hot foil. A real surface breaks the assumption of a single barrier: the height depends on the site, on the orientation of the molecule and on its internal state. The sizes assumed below for this and the other effects are plausible, not measured. Each effect is added separately at 400 K, and the changes refer to the sharp-threshold ratio of 0.068 at 45°.

A Gaussian spread of barriers with standard deviation 0.03 eV raises the ratio to 0.146, a factor of 2.2. The reason is that exp(−V/(kT cos²θ)) favours low barriers more strongly as θ grows. The half-intensity angle moves less, from 27° to 30°. The mean thermal sticking rises from 0.055 to 0.080, in line with the Gaussian average of e^(−V/kT), which multiplies it by exp[(0.03 eV)²/2(kT)²] = 1.46. The energies change too: the mean becomes 0.128 eV along the normal and 0.166 eV at 45°, so its rise between these angles is less than half of that for the sharp threshold. Further out the trend reverses: the mean peaks near 55° at about 0.17 eV and then falls, because the lowest barriers supply the flux there; how fast it falls depends on the low tail of the distribution. If 5 % of the sites had no barrier and the rest had 0.10 eV, the mean would already be lower at 45° (0.117 eV) than along the normal (0.129 eV). The steady rise in equation (6) belongs to the single sharp threshold and should not be expected of real nickel, where time-of-flight measurements on desorbing D₂ have found the mean energy falling with angle.

If 10 % of the parallel energy also helps in crossing, the threshold becomes E(cos²θ + 0.10 sin²θ) > V. The ratio rises to 0.106, or by 56 %.

Quantum motion through and over a barrier V sech²(z/a), with z the distance from the barrier top along the surface normal, a = 0.05 nm and the mass of H₂, raises the ratio to 0.079, or by 16 %. It raises the thermal sticking to 0.059. This treats H₂ as a rigid particle and leaves out the stretching of its bond at the barrier.

The detector matters as well. An ionizer that responds to density weights each molecule by its inverse speed. Because the energy cutoff E₀ rises with angle, the signal at large angles is reduced, and the ratio becomes 0.052, a decrease of 24 %. Equation (2) should be compared with such a signal only after this weighting has been included.

Taken one at a time, with V fixed at 0.10 eV, these effects move the half-intensity angle by at most about 3° and the intensity at 45° by up to a factor of about two. Acting together they can do more: the barrier spread and the 10 % share of parallel energy combined give a ratio of 0.19 at 45° and a half-intensity angle of 31°. The barrier height is itself uncertain. By equation (2), V = 0.07 eV gives a half-intensity angle of 31° and a ratio of 0.155 at 45°, while V = 0.13 eV gives 24° and 0.029. At 60° equation (2) gives 0.0003, whereas the barrier spread alone gives 0.013 and the share of parallel energy alone 0.003, so these effects dominate there. The quantum statistics of the gas play no part: the number of molecules per cubed thermal wavelength is about 6 × 10⁻¹⁵. The numerical output lists the values at further angles.

Table of computed values

```
threshold V = 0.10 eV, T = 400 K
kT = 0.03447 eV, V/kT = 2.9011
H2 mass = 3.3471e-27 kg
pressure = 1.0e-06 Torr
impinging flux J = 1.237e+15 per cm2 s
thermal sticking exp(-V/kT) = 0.05496
desorbing flux = 6.799e+13 per cm2 s
D(0) = 8.443e+13 per cm2 s sr
angle (deg), D/D(0), cos(angle), threshold E0 (eV), mean E (eV)
  0 1.00000 1.0000 0.1000 0.1433
 15 0.82618 0.9659 0.1072 0.1500
 30 0.41089 0.8660 0.1333 0.1749
 45 0.06776 0.7071 0.2000 0.2395
 60 0.00027 0.5000 0.4000 0.4372
mean E over all angles V+2kT = 0.1689 eV
mean E of cosine-law gas 2kT = 0.0689 eV
cosine power at normal n = 5.315
cos^n at 45 deg = 0.1585
cone (deg), fraction: formula, trajectories, cosine law
 15 0.2424 0.2424 0.0670
 30 0.7148 0.7148 0.2500
 45 0.9725 0.9725 0.5000
trajectories: launched 40000, escaped 809
escape share 0.02022, theory 0.02022
barrier length = 0.05 nm
barrier spread = 0.03 eV
tangential share = 0.10
V/kT at 900 K = 1.2894, n = 2.452
case: half-intensity angle (deg), D(45 deg)/D(0)
sharp threshold: 27.02, 0.0678
tunnelling: 27.50, 0.0786
barrier spread: 29.83, 0.1459
tangential share: 28.34, 0.1059
density detector: 25.67, 0.0515
surface at 900 K: 37.28, 0.3045
no barrier: 60.00, 0.7071
thermal sticking with tunnelling = 0.05934
thermal sticking with spread = 0.08014
gas degeneracy n lambda^3 = 5.6e-15
```
